# Tracking Active Spaces with Overlap Singular Values and Procrustes Alignment

An active space chosen by orbital number can change its physical content without warning. Suppose the third and fourth orbitals cross along a path and the active space is defined as the lowest three. Before the crossing it contains one orbital of the pair, afterwards the other. In the two-electron model treated below, this replacement raises the computed energy by 0.059 oscillator units at the first point after the crossing, relative to the space that keeps its original character. On the sampled path the energy curve shows an apparent step made by the selection rule. Because the model's crossing is narrowly avoided, the underlying curve is continuous, but it rises over an interval much shorter than the spacing of the points.

There is also a harmless kind of crossing. If both orbitals are active, only their order changes, and the space survives. A tracking method must tell these cases apart, choose the right orbitals, and remove arbitrary signs and rotations.

## Three orbitals by hand

Take real orthonormal functions $e_1,e_2,e_3$ and an active space of two orbitals. The function $e_1$ stays put, while $e_2$ and $e_3$ cross. In the basis $(e_2,e_3)$ their Hamiltonian is

$$
h=\begin{pmatrix}\varepsilon_2&v\\v&\varepsilon_3\end{pmatrix},\qquad v>0.
$$

Write $D=\varepsilon_3-\varepsilon_2$. The eigenvalue gap is $G=\sqrt{D^2+4v^2}$, and its minimum, at $D=0$, is $g=2v$.

Before the crossing $D>0$. The lower eigenvector is $\cos\theta\,e_2-\sin\theta\,e_3$. Requiring its matrix element with the orthogonal vector $\sin\theta\,e_2+\cos\theta\,e_3$ to vanish gives

$$
-D\sin\theta\cos\theta+v(\cos^2\theta-\sin^2\theta)=0,
$$

so $\tan2\theta=2v/D$ and $\sin2\theta=g/G$. The old active orbitals are

$$
a_1=e_1,\qquad a_2=\cos\theta\,e_2-\sin\theta\,e_3 .
$$

After the crossing the roles of $e_2$ and $e_3$ are exchanged. With a new angle $\theta'$, again given by $\sin2\theta'=g/G'$, the orbitals in energy order are

$$
b_1=e_1,\quad b_2=\sin\theta'e_2-\cos\theta'e_3,\quad
b_3=\cos\theta'e_2+\sin\theta'e_3 .
$$

Keeping the old numbers means choosing $b_1,b_2$. The overlap matrix $M_{ip}=\langle a_i|b_p\rangle$ is then diagonal, with entries 1 and

$$
\cos\theta\sin\theta'+\sin\theta\cos\theta'=\sin(\theta+\theta').
$$

Choosing $b_1,b_3$ gives instead 1 and

$$
\cos\theta\cos\theta'-\sin\theta\sin\theta'=\cos(\theta+\theta').
$$

Far from the crossing, compared with the coupling, both angles are small. The old numbers lose one direction almost completely; the second choice keeps it.

Now suppose the right pair arrives as $(b_3,-b_1)$, in the wrong order and with one sign reversed. With $c=\cos(\theta+\theta')>0$,

$$
M=\begin{pmatrix}0&-1\\c&0\end{pmatrix},\qquad
MM^T=\begin{pmatrix}1&0\\0&c^2\end{pmatrix}.
$$

Both diagonal overlaps vanish, yet the singular values, the square roots of the eigenvalues of $MM^T$, are still 1 and $c$. The space is right and the labels are wrong. The orthogonal matrix

$$
Q=\begin{pmatrix}0&1\\-1&0\end{pmatrix},\qquad
MQ=\begin{pmatrix}1&0\\0&c\end{pmatrix}
$$

turns the new list into $(b_1,b_3)$. The remaining squared distance to the old list is $\|b_3-a_2\|^2=2-2c$. No rotation inside the pair can remove it, as the general argument will show.

## Overlaps between two geometries

Let $C$ and $C'$ hold the coefficients of $n$ active orbitals at successive points, in basis functions $\chi_\mu$ and $\chi'_\nu$. All orbitals are real and orthonormal at their own geometry. Substituting the two expansions gives

$$
M=C^TS_{12}C',\qquad (S_{12})_{\mu\nu}=\langle\chi_\mu|\chi'_\nu\rangle .
$$

The overlap matrix of either single geometry is not $S_{12}$ when the functions move, because it compares functions on the same centres. If the whole basis is displaced rigidly, using it amounts to removing the translation. If the centres move relative to one another, it no longer gives the overlaps of the actual orbitals.

For one-dimensional Gaussian functions $N_i(x-X)^ie^{-a(x-X)^2/2}$, let the second centre be $X'=X+s$ and measure $u$ from the midpoint. Then $x-X=u+s/2$ and $x-X'=u-s/2$. The exponents add to

$$
-\frac a2\left[\left(u+\frac s2\right)^2+\left(u-\frac s2\right)^2\right]
=-au^2-\frac{as^2}{4}.
$$

Expanding both powers by the binomial theorem yields

$$
S_{ij}=N_iN_je^{-as^2/4}\sum_{k=0}^{i}\sum_{l=0}^{j}
\binom ik\binom jl\left(\frac s2\right)^{i-k}
\left(-\frac s2\right)^{j-l}m_{k+l}.
$$

Here $m_r=\int u^re^{-au^2}du$ vanishes for odd $r$ and equals $\Gamma((r+1)/2)/a^{(r+1)/2}$ for even $r$. In two dimensions, product functions have product overlaps.

The case $i=j=0$ gives $S_{00}=e^{-as^2/4}$. A rigid displacement therefore reduces overlaps even when the electronic structure is unchanged. Overall translation and rotation should be removed before small singular values are interpreted. The model below deliberately keeps its small displacement, so that its effect can be estimated.

## What the singular values measure

Write $M=U\Sigma V^T$, with singular values $\sigma_i\ge0$, and define rotated orbitals $\tilde a_i=\sum_j a_jU_{ji}$ and $\tilde b_i=\sum_p b_pV_{pi}$. Then

$$
\langle\tilde a_i|\tilde b_j\rangle=(U^TMV)_{ij}=\sigma_i\delta_{ij}.
$$

The Cauchy–Schwarz inequality gives $\sigma_i\le1$, so $\sigma_i=\cos\vartheta_i$ defines the principal angles between the spaces. Rotating the orbitals inside either space changes $M$ to $R^TMR'$, with $R$ and $R'$ orthogonal, and leaves $\Sigma$ unchanged.

The angles also fix the difference of the projectors $P$ and $P'$ onto the old and new spaces. Each pair $(\tilde a_i,\tilde b_i)$ is orthogonal to every other pair. For $\sigma_i<1$, write $\tilde b_i=\sigma_i\tilde a_i+s_ic_i$, with $c_i$ a unit vector orthogonal to $\tilde a_i$ and $s_i=\sqrt{1-\sigma_i^2}$. In the basis $(\tilde a_i,c_i)$,

$$
P-P'=\begin{pmatrix}s_i^2&-\sigma_is_i\\-\sigma_is_i&-s_i^2\end{pmatrix}.
$$

Its trace is zero and its determinant is $-s_i^4-\sigma_i^2s_i^2=-s_i^2$, so its eigenvalues are $\pm s_i$. For $\sigma_i=1$ the pair contributes zero. A singular value near zero thus means that a whole direction of the old space has been lost.

## Choosing the new orbitals

Let $b_p$ now run over all orthonormal orbitals at the new geometry. The weight of the old active space in each is

$$
w_p=\sum_{i=1}^n\langle a_i|b_p\rangle^2=\|Pb_p\|^2 .
$$

For any choice $T$ of $n$ new orbitals, the squared elements of its overlap matrix $M_T$ sum to

$$
\sum_{p\in T}w_p=\operatorname{tr}(M_T^TM_T)=\sum_i\sigma_i^2 .
$$

The $n$ largest weights therefore maximize $\sum_i\sigma_i^2$. This alone does not guarantee an acceptable smallest singular value. A second argument shows when the choice is unambiguous.

For $p\in T$, $w_p$ is a diagonal element of $M_T^TM_T$. The smallest eigenvalue of that matrix is $\sigma_{\min}^2$, so $w_p\ge\sigma_{\min}^2$.

For $q\notin T$, $b_q$ is orthogonal to the selected space. If $Pb_q\ne0$, let $a$ be the unit vector along it, so that $w_q=\langle a|b_q\rangle^2$. Only the part of $a$ outside the selected space contributes:

$$
w_q=\langle(1-P')a|b_q\rangle^2\le\|(1-P')a\|^2
=1-\|P'a\|^2\le1-\sigma_{\min}^2 .
$$

The last step holds because $\|P'a\|^2=\|M_T^Tx\|^2$ for the unit coefficient vector $x$ of $a$, and $M_T$ is square. If $Pb_q=0$, the bound is immediate.

If $\sigma_{\min}^2>1/2$, every selected weight exceeds one half and every other weight lies below it. At most one set of $n$ orbitals can satisfy this condition, and ranking the weights finds it. An acceptance threshold above $1/\sqrt2\approx0.707$ therefore cannot accept two competing sets. The calculations below use $\tau=0.9$, a convention that permits a largest principal angle of about $26^\circ$.

## Aligning orbitals inside the chosen space

The chosen orbitals still have arbitrary signs, order and internal rotation. Seek the orthogonal $Q$ that minimizes

$$
d^2(Q)=\sum_i\left\|\sum_p b_pQ_{pi}-a_i\right\|^2 .
$$

The rotated orbitals and the old ones are both orthonormal, so the two squared norms contribute $n$ each:

$$
d^2(Q)=2n-2\sum_{ip}M_{ip}Q_{pi}=2n-2\operatorname{tr}(MQ).
$$

Insert the singular value decomposition and use the cyclic property of the trace:

$$
\operatorname{tr}(MQ)=\operatorname{tr}(\Sigma Z)=\sum_i\sigma_iZ_{ii},
\qquad Z=V^TQU .
$$

Since $Z$ is orthogonal, $Z_{ii}\le1$. The maximum is reached at $Z=1$, which gives

$$
Q=VU^T,\qquad d^2_{\min}=2\sum_i(1-\sigma_i).
$$

If all $\sigma_i>0$, the maximum requires every $Z_{ii}=1$, hence $Z=1$, and $Q$ is unique. If some $\sigma_i=0$, the sign of that $Z_{ii}$ can be reversed at no cost, and the alignment is ambiguous. The determinant of $Q$ may be $-1$, because a sign reversal of one orbital must be allowed.

If the new orbitals are first rotated by an orthogonal $R$, then $M\to MR$ and $Q\to R^TQ$. The aligned orbitals $bRR^TQ=bQ$ are unchanged. Alignment thus removes arbitrary rotations, but it cannot repair a wrongly chosen space: the distance $2\sum_i(1-\sigma_i)$ remains.

## The tracking procedure

Start with a chosen active set and store its orbitals as the reference. At each new point:

1. Solve for the new orbitals and compute their overlaps with the reference, using $S_{12}$.
2. Find $\sigma_{\min}$ for the same orbital numbers as before. If it is at least $\tau$, keep them.
3. Otherwise take the $n$ largest weights. If this set reaches $\tau$, record a swap between active and external orbitals.
4. If it does not, report the point as mixed. No set of $n$ orbitals passes, because any set passing $\tau>1/\sqrt2$ would have been the top-weight set.
5. For an accepted set, rotate by $Q=VU^T$ and make the result the next reference.

"External" covers both inactive occupied orbitals and virtual ones. The overlaps measure continuity; they do not show whether the initial active space was adequate. The aligned orbitals need not diagonalize the one-electron Hamiltonian, whose active block becomes $Q^T\varepsilon Q$ if $\varepsilon$ was its diagonal form.

## A crossing in a two-dimensional well

Set $\hbar=m=1$ and measure all quantities in oscillator units. With coordinates taken from the well's centre, the potential is

$$
\frac12\omega^2x^2+\frac12(2y)^2+\lambda x^2y\,e^{-(x^2+y^2)/4}.
$$

The frequency $\omega$ rises from 0.82 to 1.18 in nine steps of 0.04. The centre and its 45 basis functions move by 0.02 along $x$ per step. At $\lambda=0$ the levels are labelled $(n_x,n_y)$, with excitation energies $n_x\omega+2n_y$. The initial active orbitals are $(0,0)$, $(1,0)$ and $(2,0)$. The last meets the external orbital $(0,1)$ when $2\omega=2$. A weak coupling, $\lambda=0.01$, turns the crossing into a narrow avoided one.

**An ordinary step.** The first step can be estimated by hand. With the usual ladder operators, $x=(\hat a+\hat a^\dagger)/\sqrt{2\omega}$ and $\partial_x=\sqrt{\omega/2}\,(\hat a-\hat a^\dagger)$. An oscillator function has the form $\omega^{1/4}f(\sqrt\omega\,x)$, so

$$
\frac{\partial\phi_m}{\partial\ln\omega}
=\frac12\left(\frac12+x\partial_x\right)\phi_m
=\frac14(\hat a^2-\hat a^{\dagger2})\phi_m .
$$

At first order, the frequency change sends $\phi_1$ to $\phi_3$ with amplitude $-\sqrt6\,\Delta\ln\omega/4$ and $\phi_2$ to $\phi_4$ with amplitude $-\sqrt{12}\,\Delta\ln\omega/4$. A displacement $\delta$ changes $\phi_2$ by $-\delta\,\partial_x\phi_2$, whose $\phi_3$ component is $\delta\sqrt{3\omega/2}$. If the weak coupling $\lambda$ is neglected, all other first-order changes stay within the active functions.

With $\omega=0.84$ at the midpoint, $\Delta\ln\omega\approx0.0476$ and $\delta=0.02$, the magnitudes are 0.0292, 0.0412 and 0.0224. The matrix of lost squared norm for $(\phi_1,\phi_2)$ is therefore

$$
\begin{pmatrix}0.00085&-0.00065\\-0.00065&0.00220\end{pmatrix}.
$$

Its largest eigenvalue, about 0.00247, estimates $1-\sigma_{\min}^2$. Hence $\sigma_{\min}\approx1-0.00247/2=0.9988$, as computed. This small loss comes from the changing width and position of the well, not from a swap.

**The swap.** Between $\omega=0.98$ and 1.02, the old numbers give singular values 1.0000, 0.9997 and 0.0739. One direction is lost. The weights of the lowest four new orbitals are 1.0000, 0.9994, 0.0055 and 0.9927, so the fourth orbital replaces the third. The new set has $\sigma_{\min}=0.9963$ and passes.

The three-orbital calculation explains the small value. The minimum gap is 0.002968, and the gaps at the two points are 0.04012 and 0.04010. Thus $\sin2\theta$ and $\sin2\theta'$ are both about 0.0740, each angle is about 0.0370, and $\sin(\theta+\theta')\approx0.0740$. The full calculation gives 0.0739. The estimate treats $v$ and the two crossing functions as constant across the step.

An independent check uses the analytic $(2,0)$ function at each frequency. Its squared projection onto the tracked space never falls below 0.9986 at the ten path points. In the lowest three orbitals after the crossing it is at most 0.0014.

From start to end, the tracked space has $\sigma_{\min}=0.921$, whereas the fixed-number space has 0.008. The tracked value is below one although the character is retained, because width and position changes accumulate.

**An internal crossing.** If the lowest four orbitals are active, the same step exchanges two members of the space. Two diagonal overlaps have magnitude 0.074, but all four singular values are at least 0.9989. After Procrustes rotation, every diagonal overlap is at least 0.9991. Diagonal overlaps alone would have suggested a lost orbital; the singular values show that none was lost.

## When no choice of three orbitals works

Now step from $\omega=0.98$ directly to the minimum gap, at $\omega=1.000$. There $D=0$ and the mixing angle is $\pi/4$. The old orbital overlaps the new lower one by

$$
\frac{\cos\theta+\sin\theta}{\sqrt2}=\cos\left(\frac\pi4-\theta\right).
$$

For $\theta=0.037$ this is 0.733. The squared overlaps with the two new orbitals are thus about 0.537 and 0.463, in agreement with the computed weights. The best three-orbital set has $\sigma_{\min}=0.733$: unique by the one-half criterion, but below the threshold. Procrustes rotation leaves a squared distance of 0.535, of which $2(1-0.7326)=0.5348$ comes from this direction. A direct numerical minimization over orthogonal matrices, reflections included, finds the same minimum.

Including both mixed orbitals cures the loss. The overlap matrix is then $3\times4$, and its three singular values all exceed 0.999. For an energy curve, the enlarged space should be used from the start of the path: adding an orbital midway changes the variational space and can itself produce a step.

## Why smaller steps can change the answer

Refining the path does not necessarily preserve character. In the two-state model, follow the lower orbital continuously, with $\theta$ running from near zero through $\pi/4$ towards $\pi/2$. From $\cot2\theta=D/g$,

$$
\left|\frac{d\theta}{dD}\right|=\frac{g}{2(D^2+g^2)}\le\frac1{2g}.
$$

If $D$ changes by much less than $g$ per step, successive lower orbitals nearly coincide. Tracking then follows the adiabatic orbital, the one continuous in energy order, while its character turns from $e_2$ into $e_3$. If one step carries $D$ from far above $g$ to far below $-g$, tracking preserves character instead. The step length therefore helps decide which space is followed.

The stronger coupling $\lambda=0.35$ shows the adiabatic case. To first order in $\lambda$, the minimum gap scales from 0.002968 to $35\times0.002968\approx0.104$. Since $D\approx2-2\omega$, it changes by $0.72/45=0.016$ per step when the path has 45 steps. The largest rotation per step is then about $0.016/(2\times0.104)=0.077$, giving

$$
1-\sigma_{\min}\approx1-\cos(0.077)\approx\frac{0.077^2}{2}=0.0030 .
$$

The computed worst deficit is 0.0030. With 90 steps it is 0.00076, smaller by a factor of 3.98, close to the factor of four expected from the square of the step.

Every step passes and the orbital numbers never change. Yet the overlap of the first and last spaces has $\sigma_{\min}=0.253$ for both step counts. The two-state model accounts for most of this loss. At the ends $D\approx\pm0.36$, so $\theta\approx\frac12\arctan(0.104/0.36)=0.141$ and the end-to-end overlap is $\sin(2\times0.141)\approx0.28$, before changes of width and position are included.

Passing each local test is therefore no proof of constant character. The end-to-end singular values should be inspected as well. If both orbitals of a broad avoided crossing matter, an active space containing both avoids having to choose between them.

## The effect on an interacting energy

Place two electrons in a singlet state with repulsion $2e^{-r^2/2}$, and diagonalize the Hamiltonian in all singlet configurations of the three active orbitals. A rotation inside the active space only changes the basis of this configuration space, so the energy is unchanged. Exchanging an active orbital for an external one changes the configuration space itself.

For $\lambda=0.01$ at $\omega=1.02$, the tracked space gives 4.0647 and the lowest three orbitals give 4.1237. The difference is the 0.059 quoted at the outset. At $\omega=0.94$ and 0.98 both selections give the same energies, 3.9433 and 4.0047. The second difference over these three points is

$$
4.06466-2(4.00470)+3.94327\approx-0.0015
$$

for the tracked space, but $+0.0575$ for fixed numbers.

Parity shows one way in which the two spaces differ. At $\lambda=0$ the Hamiltonian is unchanged when both electrons' $y$ coordinates are reversed. The configuration with one electron in $(0,0)$ and one in $(2,0)$ is even, like the doubly occupied $(0,0)$ configuration, and may mix with it. With $(0,1)$ in place of $(2,0)$ the configuration is odd and cannot. The replacement removes one route by which the electrons adapt to their repulsion.

These energies belong to a finite-basis model and omit correlation outside the three active orbitals. On this path, whose step jumps across the narrow avoided crossing, tracking keeps the character of the retained part; steps fine enough to resolve the crossing would follow the lowest three orbitals instead. In neither case does tracking supply the missing part. The numerical output lists the individual steps and energies to more digits.

## Values computed for the example and the checks

```
o.u. = oscillator units; overlaps and weights are dimensionless
basis functions: 45; omega_y = 2.00 o.u.
weak, strong lambda = 0.01, 0.35 o.u.
threshold = 0.90
centre shift per step = 0.020 o.u.
omega old->new (o.u.); sigma_min old set, chosen set; decision; set
0.82->0.86; 0.99877, 0.99877; keep; (0, 1, 2)
0.86->0.90; 0.99883, 0.99883; keep; (0, 1, 2)
0.90->0.94; 0.99888, 0.99888; keep; (0, 1, 2)
0.94->0.98; 0.99866, 0.99866; keep; (0, 1, 2)
0.98->1.02; 0.07392, 0.99634; swap; (0, 1, 3)
1.02->1.06; 0.99874, 0.99874; keep; (0, 1, 3)
1.06->1.10; 0.99903, 0.99903; keep; (0, 1, 3)
1.10->1.14; 0.99907, 0.99907; keep; (0, 1, 3)
1.14->1.18; 0.99909, 0.99909; keep; (0, 1, 3)
levels 0-3 at omega 0.98 (o.u.): [1.49    2.46999 3.44993 3.49005]
levels 0-3 at omega 1.02 (o.u.): [1.51    2.52999 3.50994 3.55004]
swap step, old-set singular values: [1.      0.99971 0.07392]
swap step, weights of orbitals 0-3: [1.      0.99941 0.00546 0.99273]
resonance omega = 1.000005 o.u.
minimum gap = 0.002968 o.u.
gaps before, after = 0.040120, 0.040100 o.u.
two-state sigma_min estimate = 0.07400
resonance weights of orbitals 0-3: [1.      0.99985 0.53673 0.46281]
resonance best three-orbital sigma_min = 0.73262
resonance four-orbital singular values: [1.      0.99995 0.99974]
Procrustes squared distance, formula = 0.5349085
Procrustes squared distance, search = 0.5349085
internal crossing singular values: [1.      0.99982 0.9998  0.99898]
internal crossing raw |diagonal|: [0.9998  0.9994  0.07392 0.07392]
internal crossing aligned diagonal: [1.      0.99969 0.99911 0.9998 ]
minimum tracked (2,0) weight = 0.99861
maximum fixed-set (2,0) weight after swap = 0.00135
end-to-end sigma_min tracked, fixed = 0.92051, 0.00753
strong, 45 steps: worst 1-sigma = 0.0030091; end sigma_min = 0.25259
strong, 90 steps: worst 1-sigma = 0.0007566; end sigma_min = 0.25259
step-halving deficit ratio = 3.977
repulsion strength, range = 2.00, 1.00 o.u.
omega; singlet energy tracked, fixed indices (all o.u.)
0.94; 3.943269, 3.943269
0.98; 4.004699, 4.004699
1.02; 4.064664, 4.123667
1.06; 4.123278, 4.177402
energy difference fixed-tracked at omega 1.02 = 0.059003 o.u.
energy second difference tracked, fixed = -0.001465, 0.057539 o.u.
```
